# Mean-field capture number of an island one screening length in radius: verification in Python

```python
"""Mean-field capture number of a perfectly absorbing circular island.

Result under test: sigma = 2 pi x K1(x)/K0(x), x = R/xi, about 8.98 at x = 1.
R: island radius, xi: screening length, D: adatom diffusion coefficient,
F: deposition rate per area, n: adatom density, n_far: density far away,
J: adatoms per second reaching the edge from outside = D sigma n_far.
The formula is compared with a finite-volume solution of
D (n'' + n'/r) - loss_rate n + F = 0 with n(R) = 0 and zero outer flux.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.special import k0, k1


def solve_diffusion(R, outer, D, F, loss_rate, cells=10000):
    """Return radii, densities, edge flux and mean density on the free area."""
    h = (outer - R) / (cells + 0.5)      # last cell face lies at 'outer'
    r = R + h * np.arange(1, cells + 1)
    inner_face = D * (r - h / 2) / (r * h**2)
    outer_face = D * (r + h / 2) / (r * h**2)
    outer_face[-1] = 0.0                 # no flux through the outer boundary
    bands = np.zeros((3, cells))
    bands[0, 1:] = -outer_face[:-1]
    bands[1] = inner_face + outer_face + loss_rate
    bands[2, :-1] = -inner_face[1:]
    n = solve_banded((1, 1), bands, np.full(cells, F))
    slope = (4 * n[0] - n[1]) / (2 * h)  # second order, n(R) = 0
    flux = 2 * np.pi * R * D * slope
    mean = np.sum(2 * np.pi * r * n) * h / (np.pi * (outer**2 - R**2))
    return r, n, flux, mean


def capture_number(x):
    return 2 * np.pi * x * k1(x) / k0(x)


# Model parameters (nm, s)
xi = 10.0
R = 10.0
D = 1.0e5
F = 0.1
n_far = F * xi**2 / D

# Hand evaluation of the two integrals by the trapezoidal rule
step = 0.5
t = step * np.arange(8)
weight = np.ones(8)
weight[0] = 0.5
term0 = np.exp(-np.cosh(t))
term1 = np.cosh(t) * term0
K0_hand = step * np.sum(weight * term0)
K1_hand = step * np.sum(weight * term1)
sigma = 2 * np.pi * K1_hand / K0_hand
assert abs(K0_hand - k0(1.0)) < 1e-6
assert abs(K1_hand - k1(1.0)) < 1e-6

# Profile and flux against the numerical solution of the diffusion equation
r, n, J_num, _ = solve_diffusion(R, R + 25 * xi, D, F, D / xi**2)
profile = n_far * (1 - k0(r / xi) / k0(R / xi))
assert np.max(np.abs(n - profile)) < 1e-4 * n_far
sigma_num = J_num / (D * n[-1])
assert abs(sigma_num / sigma - 1) < 1e-4
assert abs(sigma_num - 8.98) < 0.005
J = D * sigma * n_far

# The formula at other ratios R/xi
other_ratios = (0.1, 0.5, 2.0)
for x in other_ratios:
    _, n_x, J_x, _ = solve_diffusion(x * xi, (x + 25) * xi, D, F, D / xi**2)
    assert abs(J_x / (D * n_x[-1]) / capture_number(x) - 1) < 1e-3

# Large island: the enhancement over a straight edge tends to 1 + 1/(2x)
x_big = 20.0
_, n_b, J_b, _ = solve_diffusion(x_big * xi, (x_big + 25) * xi, D, F, D / xi**2)
enhancement_big = J_b / (D * n_b[-1]) / (2 * np.pi * x_big)
assert abs(enhancement_big - (1 + 1 / (2 * x_big))) < 1e-3

# Conservation: edge flux equals the loss forgone in the depleted region
deficit_integral = quad(lambda s: s * k0(s), 1, np.inf)[0]
assert abs(deficit_integral - K1_hand) < 1e-6
J_deficit = 2 * np.pi * F * xi**2 * deficit_integral / k0(1.0)
assert abs(J_deficit / J_num - 1) < 1e-4

# Coverage at which identical islands alone produce this screening length
theta = np.pi / (np.pi + sigma)
N = theta / (np.pi * R**2)
assert abs(N * J_num / (F * (1 - theta)) - 1) < 1e-4

# Same coverage, each island centred in its own closed circular cell
L = R / np.sqrt(theta)
_, _, J_cell, mean_cell = solve_diffusion(R, L, D, F, 0.0)
sigma_cell_num = J_cell / (D * mean_cell)
sigma_cell = 4 * np.pi * (1 - theta)**2 / (
    -np.log(theta) - (1 - theta) * (3 - theta) / 2)
assert abs(sigma_cell_num / sigma_cell - 1) < 1e-3
assert sigma_cell_num > 2 * sigma_num

print(f"island radius R = {R:.1f} nm, screening length xi = {xi:.1f} nm")
print(f"diffusion coefficient D = {D:.1e} nm^2/s")
print(f"deposition rate F = {F:.2f} nm^-2 s^-1")
print(f"far density n_far = {n_far:.3e} nm^-2")
print("trapezoidal terms: t, weight, exp(-cosh t), cosh t exp(-cosh t)")
for row in zip(t, weight, term0, term1):
    print("  {:.1f}  {:.1f}  {:.8f}  {:.8f}".format(*row))
print(f"K0(1), trapezoidal rule = {K0_hand:.6f}")
print(f"K1(1), trapezoidal rule = {K1_hand:.6f}")
print(f"K0(1), library = {k0(1.0):.6f}")
print(f"K1(1), library = {k1(1.0):.6f}")
print(f"curvature enhancement K1(1)/K0(1) = {K1_hand / K0_hand:.5f}")
print(f"straight-edge value 2 pi = {2 * np.pi:.5f}")
print(f"capture number sigma at R = xi: {sigma:.4f}")
print(f"capture number, diffusion equation solved: {sigma_num:.4f}")
density_ratio = 1 - k0(2.0) / k0(1.0)
print(f"n(2 xi)/n_far = {density_ratio:.4f}")
print(f"n(2 xi) = {density_ratio * n_far:.3e} nm^-2")
print(f"edge flux J = {J:.2f} atoms/s")
print(f"edge flux, diffusion equation solved = {J_num:.2f} atoms/s")
print(f"direct hits on island top = {F * np.pi * R**2:.2f} atoms/s")
for x in other_ratios:
    print(f"capture number at R/xi = {x:.1f}: {capture_number(x):.3f}")
print(f"numerical enhancement at R/xi = {x_big:.0f}: {enhancement_big:.4f}")
print(f"1 + 1/(2x) at the same ratio: {1 + 1 / (2 * x_big):.4f}")
print(f"self-consistent coverage theta = {theta:.4f}")
print(f"island density N = {N:.3e} nm^-2")
print(f"cell radius L = {L:.3f} nm")
print(f"cell capture number, formula = {sigma_cell:.2f}")
print(f"cell capture number, equation solved = {sigma_cell_num:.2f}")
print(f"ratio cell / mean-field = {sigma_cell / sigma:.2f}")
print("every check passed")
```

Running it gives:

```
island radius R = 10.0 nm, screening length xi = 10.0 nm
diffusion coefficient D = 1.0e+05 nm^2/s
deposition rate F = 0.10 nm^-2 s^-1
far density n_far = 1.000e-04 nm^-2
trapezoidal terms: t, weight, exp(-cosh t), cosh t exp(-cosh t)
  0.0  0.5  0.36787944  0.36787944
  0.5  1.0  0.32380106  0.36512648
  1.0  1.0  0.21372169  0.32978980
  1.5  1.0  0.09513964  0.22380739
  2.0  1.0  0.02323267  0.08740586
  2.5  1.0  0.00217160  0.01331690
  3.0  1.0  0.00004243  0.00042717
  3.5  1.0  0.00000006  0.00000105
K0(1), trapezoidal rule = 0.421024
K1(1), trapezoidal rule = 0.601907
K0(1), library = 0.421024
K1(1), library = 0.601907
curvature enhancement K1(1)/K0(1) = 1.42963
straight-edge value 2 pi = 6.28319
capture number sigma at R = xi: 8.9826
capture number, diffusion equation solved: 8.9825
n(2 xi)/n_far = 0.7295
n(2 xi) = 7.295e-05 nm^-2
edge flux J = 89.83 atoms/s
edge flux, diffusion equation solved = 89.83 atoms/s
direct hits on island top = 31.42 atoms/s
capture number at R/xi = 0.1: 2.551
capture number at R/xi = 0.5: 5.629
capture number at R/xi = 2.0: 15.432
numerical enhancement at R/xi = 20: 1.0247
1 + 1/(2x) at the same ratio: 1.0250
self-consistent coverage theta = 0.2591
island density N = 8.248e-04 nm^-2
cell radius L = 19.645 nm
cell capture number, formula = 20.58
cell capture number, equation solved = 20.58
ratio cell / mean-field = 2.29
every check passed
```
